# Why the Dry Length of Merging Wet Bundles Grows as N^(3/4), part 1

(Sections cited here and not found follow in the second part.)

## From two bundles to the three-quarter-power law

A calculation of how far a row of thin walls collapses while it dries soon meets a choice: once several walls have joined, what bending stiffness and what sideways travel should be given to the bundle they form? If a bundle of $n$ sheets is replaced by one beam, its stiffness might be taken as $n$ times that of a sheet, or as $n^3$ times, as for a solid block of the same thickness. The choice decides how quickly the junctions climb as bundles grow, and so how large a bundle walls of a given height can support. For sheets that slide freely on one another the right factor is $n$. Together with a travel proportional to $n$, it makes the dry length grow as the three-quarter power of the number of sheets.

Consider a row of equal, parallel elastic sheets, each clamped at its root in a rigid base and free at its tip. The coordinate $x$ runs along the sheets from the root. The thickness of a sheet is $t$, and the clear gap between neighbouring sheets at the root is $g$. All energies are per unit width, measured along the direction in which neither the shape nor the load varies. A sheet whose sideways deflection is $w(x)$ has, for small slopes, the bending energy

$$
E_{\rm sheet}=\frac B2\int \left(w''\right)^2dx ,
$$

where a prime means a derivative with respect to $x$, and $B$ is the bending stiffness per unit width. For a wide plate of Young modulus $E$ and Poisson ratio $\nu$,

$$
B=\frac{Et^3}{12(1-\nu^2)} .
$$

There is no stretching energy. The tips are free, and frictionless contact transmits no force along the sheets, so they carry no axial load at this order.

Two neighbouring bundles, each of $n$ sheets, now merge into one bundle of $N=2n$ sheets. The dry length $\ell$ is the distance from the root to the new junction. Below the junction the two facing surfaces are separated by air. Above it they are pressed together, with a liquid film between them that is much thinner than $g$. The wedge of liquid at the junction is also taken to be short compared with $\ell$; the second half examines what happens when it is not. The word "dry" refers to these two facing surfaces. Films inside each bundle may reach further down, because the inner junctions lie closer to the root.

The travel follows from counting. At the root, neighbouring sheet centres are $g+t$ apart, so the centres of two adjacent bundles of $n$ sheets are $n(g+t)$ apart. When all $N$ sheets are packed, neighbouring centres are $t$ apart, and the bundle centres are $nt$ apart. The two centres must therefore approach by

$$
n(g+t)-nt=ng .
$$

The thickness has cancelled. It still enters the problem through $B$, but it does not enter the travel. If the approach is shared equally, each bundle moves by

$$
w=\frac{ng}{2}.
$$

The equal sharing will be derived below from the energy.

Replacing a bundle by one beam needs a reason, because its sheets are not in contact all the way down. Near the root they stand apart, and they come together at inner junctions. Let $w_i(x)$ be the deflection of sheet $i$ in one bundle, positive to the right, and split it into the mean deflection of the bundle and a remainder:

$$
w_i=W+v_i,\qquad W=\frac1n\sum_{i=1}^{n}w_i,\qquad \sum_{i=1}^{n}v_i=0 .
$$

The last equation follows from the definition of the mean. Inserting the split into the sum of the bending energies gives

$$
\frac B2\sum_i\int(w_i'')^2dx
=\frac B2\int\left[n(W'')^2+2W''\sum_i v_i''+\sum_i(v_i'')^2\right]dx .
$$

The sum in the middle term is the second derivative of $\sum_i v_i$, which is zero at every $x$. Hence

$$
\frac B2\sum_i\int(w_i'')^2dx
=\frac{nB}{2}\int(W'')^2dx+\frac B2\sum_i\int(v_i'')^2dx .
$$

Within small-slope theory the mean motion therefore has stiffness $nB$ all the way to the root, whether or not the sheets touch there. The second term is the cost of packing the bundle internally.

It must also be shown that the new contact acts on the mean motion alone. Number the sheets of the left bundle from 1 to $n$, and those of the right bundle from $n+1$ to $2n$. Where neighbours are packed, the gap $g$ between them has closed, so

$$
w_{i+1}-w_i=-g .
$$

Suppose that all inner junctions lie below the new one, a condition to be verified at the end. Then for $x\ge\ell$ each bundle is already packed, and the remainders $v_i$ are constants spaced by $-g$ with zero mean. For the last sheet of the left bundle and the first sheet of the right bundle this gives

$$
v_n=-\frac{(n-1)g}{2},\qquad v_{n+1}=+\frac{(n-1)g}{2}.
$$

Let $W_1$ and $W_2$ be the mean deflections of the left and right bundles. Contact between the two bundles requires

$$
w_{n+1}-w_n=W_2-W_1+(n-1)g=-g ,
$$

and therefore

$$
W_1-W_2=ng\qquad (x\ge\ell).
$$

This agrees with the geometric count. The inner contacts, in turn, involve differences between sheets of the same bundle, from which $W$ drops out. Neither the energy nor the contact conditions couple the two kinds of motion, so the place of the new junction does not depend on where the inner junctions lie, as long as they lie below it.

The means of the two bundles can be separated once more. Write $W_1=M+R$ and $W_2=M-R$, where $M$ is their common motion and $R$ is half their approach. Since $(M''+R'')^2+(M''-R'')^2=2(M'')^2+2(R'')^2$,

$$
\frac{nB}{2}\int\left[(W_1'')^2+(W_2'')^2\right]dx
=nB\int\left[(M'')^2+(R'')^2\right]dx .
$$

The contact condition fixes $R=ng/2=w$ for $x\ge\ell$ and leaves $M$ free. The lowest energy has $M=0$, so the bundles do share the travel equally. Because $R$ is constant above the junction, its slope vanishes there. A jump of slope at the junction would be a sharp kink, which costs infinite bending energy, so $R'$ must also vanish on approaching the junction from below. The boundary conditions for the dry part are

$$
R(0)=0,\qquad R'(0)=0,\qquad R(\ell)=w,\qquad R'(\ell)=0 .
$$

The first two express the rigid clamp.

To find the shape of least energy, vary $R$ by a small $\eta(x)$ that vanishes, with its slope, at both ends. The first-order change of $\int(R'')^2dx$ is $2\int R''\eta''dx$. Two integrations by parts, whose boundary terms vanish, turn this into $2\int R''''\eta\,dx$. It is zero for every allowed $\eta$ if $R''''=0$, so $R$ is a cubic polynomial. The conditions at the root remove the constant and linear terms:

$$
R=ax^2+bx^3 .
$$

Zero slope at $\ell$ means $2a\ell+3b\ell^2=0$, or $a=-3b\ell/2$. The condition on the travel then reads

$$
w=a\ell^2+b\ell^3=-\frac{b\ell^3}{2},
$$

which gives $b=-2w/\ell^3$ and $a=3w/\ell^2$. With $u=x/\ell$,

$$
R=w(3u^2-2u^3),\qquad
R''=\frac{6w}{\ell^2}(1-2u).
$$

The curvature has the same magnitude, $6w/\ell^2$, at the root and at the junction, with opposite signs. The bundle first bends towards its neighbour and then bends back to become parallel to it. Since $\int_0^1(1-2u)^2du=1-2+\tfrac43=\tfrac13$,

$$
\int_0^\ell(R'')^2dx=\frac{36w^2}{\ell^4}\,\ell\,\frac13=\frac{12w^2}{\ell^3}.
$$

Multiplying by $nB$ gives the bending energy of both bundles together,

$$
E_{\rm bend}=\frac{12nBw^2}{\ell^3},
$$

or $6nBw^2/\ell^3$ for each bundle. A longer dry part makes the same travel much cheaper, so elasticity pushes the junction towards the tips.

The liquid pulls it towards the root. Let $\gamma_{SV}$ and $\gamma_{SL}$ be the energies per area of the solid surface in contact with vapour and with liquid, $\gamma$ the surface tension of the liquid, and $\theta$ its contact angle. Young's relation is

$$
\gamma_{SV}-\gamma_{SL}=\gamma\cos\theta\equiv G ,
$$

and $G$ is taken as positive, which means that the liquid wets the solid. Take as the zero of energy the state in which both facing surfaces are wet over their full height. Keeping both dry over a length $\ell$ then costs

$$
E_{\rm wet}=2G\ell .
$$

The factor 2 counts the two facing surfaces. The outer surfaces of the merged bundle do not change their state when this junction moves, and neither do the surfaces inside each half, so they add a constant. The narrow meniscus that closes the wedge has negligible area in the present limit.

The part of the energy that depends on the new junction is

$$
U(\ell)=\frac{12nBw^2}{\ell^3}+2G\ell .
$$

Its derivative is

$$
\frac{dU}{d\ell}=-\frac{36nBw^2}{\ell^4}+2G .
$$

Setting this to zero gives

$$
\ell^4=\frac{18nBw^2}{G}.
$$

The second derivative, $144nBw^2/\ell^5$, is positive for every $\ell>0$, so this is the one minimum of $U$, and the junction is stable against small shifts. Inserting $w=ng/2$, and hence $w^2=n^2g^2/4$,

$$
\ell^4=\frac{18}{4}\,\frac{n\,n^2Bg^2}{G}
=\frac92\,\frac{n^3Bg^2}{G}.
$$

The origin of the cube is now visible. One power of $n$ comes from the stiffness of freely sliding sheets, and two come from the square of the travel. If the travel were held fixed while sheets were added, $\ell$ would grow only as $n^{1/4}$. Most of the growth comes from the larger distance that larger bundles have to close.

In terms of the total number of sheets, $n=N/2$ and $n^3=N^3/8$. It is convenient to define the elastocapillary length

$$
L_{\rm EC}=\sqrt{\frac BG}.
$$

Since $B$ has the unit N m and $G$ the unit N/m, $L_{\rm EC}$ is a length. It sets the radius of curvature to which the liquid can bend a sheet. With $B/G=L_{\rm EC}^2$ the result becomes

$$
\ell_N^4=\frac{9}{16}N^3g^2L_{\rm EC}^2,
\qquad
\ell_N=\left(\frac9{16}\right)^{1/4}N^{3/4}\sqrt{gL_{\rm EC}} .
$$

The numerical prefactor equals $\sqrt3/2\approx0.866$. For two single sheets, $N=2$, the formula reduces to $\ell_2^4=\tfrac92g^2L_{\rm EC}^2$. A wider gap or a stiffer sheet lengthens the dry part, and a stronger wetting energy shortens it. The dependence on $B$ and on $G$ is a weak fourth root, whereas the gap enters as a square root.

The assumed order of the junctions can now be verified. If bundles grow by repeated doubling, each merger obeys the same law, and

$$
\frac{\ell_{2N}}{\ell_N}=2^{3/4}\approx1.68 .
$$

Each new junction therefore lies above the earlier ones, as the derivation required.

It remains to show that no sheets cross below the junction. Let $s(u)=3u^2-2u^3$ for $0\le u\le1$ and $s=1$ for $u>1$. This function never decreases. Consider the two sheets that face each other across the new contact. In each earlier merger of two groups of $m$ sheets, with $m=1,2,4,\ldots,n/2$, each of these two sheets was drawn away from the other by $(mg/2)\,s(x/\ell_{2m})$. The new merger draws them together by a total of $ng\,s(x/\ell_N)$. The gap between them is therefore

$$
\frac{\text{gap}}{g}=1+\sum_m m\,s(x/\ell_{2m})-n\,s(x/\ell_N).
$$

The values of $m$ add up to $n-1$, so $n=1+\sum_m m$, and the terms can be regrouped:

$$
\frac{\text{gap}}{g}=\left[1-s(x/\ell_N)\right]
+\sum_m m\left[s(x/\ell_{2m})-s(x/\ell_N)\right].
$$

For $n=1$ the sum is empty. The first bracket is never negative. Neither are the others, because $\ell_{2m}<\ell_N$ and $s$ does not decrease. The same argument applies to each contact made earlier, since later mergers move both of its sheets together. The sheets do not cross, and the solution is consistent within small-slope theory.

For two equal bundles of freely sliding sheets and a short liquid wedge, minimising the energy gives a dry length that grows as $N^{3/4}$, and under repeated doubling the junctions keep the assumed order and no sheets cross. It remains to recover the result from a force balance, to find when merging lowers the energy, and to examine the limits of the law and a silicon example.
